# Ligand-Exchange Barriers from Crossing Parabolas of Equal Curvature

**Definitions and conventions**

A surface site holds a leaving ligand while an incoming ligand waits nearby. This arrangement is the precursor complex. In the successor complex the incoming ligand is bound and the leaving ligand is still nearby. We treat exchange as one concerted step between these complexes; a path with a stable vacant-site intermediate would need two barriers.

Let the column vector \(x\) contain the nuclear displacements from the precursor minimum, and let \(d\neq0\) be the displacement to the successor minimum. Each bonding pattern has its own energy function, called a diabatic energy:

\[
E_R(x)=\tfrac12x^{\mathsf T}Kx,\qquad
E_P(x)=\tfrac12(x-d)^{\mathsf T}K(x-d)+\Delta E. \tag{1}
\]

The force-constant matrix \(K\) is symmetric, positive definite and the same in both wells. The reaction energy \(\Delta E\) is the successor minimum minus the precursor minimum, so it is negative for a downhill exchange. It does not include bringing the ligands together or separating them. The barrier \(E^\ddagger\) is measured from the precursor minimum.

The reorganization energy is the cost of deforming the precursor to the successor geometry without changing its bonding pattern:

\[
\lambda=E_R(d)=\tfrac12d^{\mathsf T}Kd>0. \tag{2}
\]

Energies are per event when \(K\) is in N/m and \(x\) in m; multiplication by the Avogadro constant gives molar energies. Entropy, tunnelling and anharmonicity are omitted. Coupling between the bonding patterns is at first assumed strong enough for the system to change pattern at a crossing, but too weak to shift the energies appreciably. The system then follows the lower sheet \(E_<=\min(E_R,E_P)\).

**The lowest crossing point**

Expanding the product energy gives

\[
E_P=\tfrac12x^{\mathsf T}Kx-d^{\mathsf T}Kx+\lambda+\Delta E,
\]

where the symmetry of \(K\) was used to combine the two cross terms. The quadratic terms cancel in the difference:

\[
E_R-E_P=d^{\mathsf T}Kx-\lambda-\Delta E. \tag{3}
\]

The crossing seam is therefore the plane \(d^{\mathsf T}Kx=\lambda+\Delta E\). With unequal force-constant matrices a quadratic term would remain, and the seam would in general be curved.

To find the lowest point on the seam, make the following function stationary, with multiplier \(s\):

\[
L=\tfrac12x^{\mathsf T}Kx-s\left(d^{\mathsf T}Kx-\lambda-\Delta E\right).
\]

Its gradient with respect to \(x\) is \(Kx-sKd\). Since \(K\) is invertible, \(x=sd\). Inserting this in the seam condition and using \(d^{\mathsf T}Kd=2\lambda\) gives \(2\lambda s=\lambda+\Delta E\), hence

\[
x^\ddagger=sd,\qquad s=\frac12\left(1+\frac{\Delta E}{\lambda}\right). \tag{4}
\]

This point is a minimum on the seam. Any other seam point is \(x=sd+q\) with \(d^{\mathsf T}Kq=0\), and its energy is

\[
E_R(sd+q)=\lambda s^2+\tfrac12q^{\mathsf T}Kq\geq\lambda s^2. \tag{5}
\]

Equations (4) and (5) give the candidate barrier

\[
E^\ddagger=\lambda s^2=\frac{(\lambda+\Delta E)^2}{4\lambda}. \tag{6}
\]

**Why this point is the barrier**

A barrier is the smallest possible maximum along a path joining the two minima. Suppose \(|\Delta E|<\lambda\), so that \(0<s<1\). By (3), \(E_R-E_P\) equals \(-(\lambda+\Delta E)<0\) at \(x=0\) and \(\lambda-\Delta E>0\) at \(x=d\). Each minimum thus lies on the lower sheet, and every continuous path between them must cross the seam. By (5), its maximum is at least \(\lambda s^2\).

The straight path \(x=td\) reaches no higher. For \(0\leq t\leq s\) the lower energy is \(E_R=\lambda t^2\), which rises. For \(s\leq t\leq1\) it is \(E_P=\lambda(1-t)^2+\Delta E\), which falls. The maximum is at \(t=s\), so (6) is the barrier.

If \(\Delta E>\lambda\), the successor minimum lies above the reactant parabola and is absent from the lower sheet. If \(\Delta E<-\lambda\), the precursor minimum is absent for the corresponding reason. In both cases one well remains. Equation (6) still gives the lowest energy on the seam, but that energy is no longer an exchange barrier.

**The quadratic law and its slope**

Expanding the square in (6) gives

\[
E^\ddagger=\frac{\lambda}{4}+\frac{\Delta E}{2}+\frac{\Delta E^2}{4\lambda}. \tag{7}
\]

The first term is the intrinsic barrier, the value for thermoneutral exchange. Differentiation at fixed \(\lambda\) gives the Bell-Evans-Polanyi slope

\[
\alpha=\frac{dE^\ddagger}{d\Delta E}
=\frac12+\frac{\Delta E}{2\lambda}=s. \tag{8}
\]

In this model the slope is also the fractional position of the crossing between the minima. A more downhill exchange has an earlier crossing and a barrier less sensitive to \(\Delta E\). The slope tends to 0 at \(\Delta E=-\lambda\), where the forward barrier vanishes, and to 1 at \(\Delta E=\lambda\), where the reverse barrier vanishes. The latter follows from

\[
E^\ddagger-\Delta E
=\frac{(\lambda+\Delta E)^2-4\lambda\Delta E}{4\lambda}
=\frac{(\lambda-\Delta E)^2}{4\lambda}. \tag{9}
\]

The linear Bell-Evans-Polanyi relation near thermoneutrality is the tangent \(\lambda/4+\Delta E/2\). It lies below the model barrier by \(\Delta E^2/(4\lambda)\). From (8), the slope stays within \(\delta\) of one half when \(|\Delta E|\leq2\delta\lambda\).

A line fitted to a ligand series need not have slope one half. Write equally spaced reaction energies as \(\Delta E_i=m+u_i\), where \(m\) is their mean. Then \(\sum u_i=0\) and, by symmetry about the mean, \(\sum u_i^3=0\). Expanding (7) about \(m\) gives

\[
E_i^\ddagger=E^\ddagger(m)+\frac12\left(1+\frac m\lambda\right)u_i+\frac{u_i^2}{4\lambda}.
\]

The least-squares slope is \(\sum u_iE_i^\ddagger/\sum u_i^2\). The constant and quadratic terms drop out of the numerator, leaving

\[
\alpha_{\rm fit}=\frac12\left(1+\frac m\lambda\right). \tag{10}
\]

For equally spaced reaction energies the fitted slope therefore reports the centre of the chosen window. For unevenly spaced ligands \(\sum u_i^3\) need not vanish, and the fitted slope differs from (10) by \(\sum u_i^3/(4\lambda\sum u_i^2)\).

**When the parameters change with the ligand**

Changing the ligand may alter bond stiffness or displacement as well as reaction energy. If \(\lambda\) is a differentiable function of \(\Delta E\) along the series, the chain rule applied to (7) gives

\[
\frac{dE^\ddagger}{d\Delta E}
=\frac12\left(1+\frac{\Delta E}{\lambda}\right)
+\frac14\left(1-\frac{\Delta E^2}{\lambda^2}\right)\frac{d\lambda}{d\Delta E}. \tag{11}
\]

At \(\Delta E=0\) the slope is \(\frac12+\frac14\,d\lambda/d\Delta E\). An increase of \(\lambda\) by 0.40 kJ/mol for each 1 kJ/mol of reaction energy changes it from 0.50 to 0.60.

Unequal curvature has a separate effect. Consider one coordinate with force constants \(k_R,k_P\) and minima at \(0,a\). The crossing obeys

\[
\tfrac12k_Rx^2=\tfrac12k_P(a-x)^2+\Delta E.
\]

Differentiating with respect to \(\Delta E\) gives \([k_Rx+k_P(a-x)]\,dx/d\Delta E=1\). The barrier is \(\frac12k_Rx^2\), so its slope is

\[
\alpha=k_Rx\frac{dx}{d\Delta E}=\frac{k_Rx}{k_Rx+k_P(a-x)}.
\]

At \(\Delta E=0\), the crossing between the wells satisfies \(\sqrt{k_R}\,x=\sqrt{k_P}\,(a-x)\). Thus \(x=a\sqrt{k_P}/(\sqrt{k_R}+\sqrt{k_P})\), and substitution gives

\[
\alpha(0)=\frac{\sqrt{k_R}}{\sqrt{k_R}+\sqrt{k_P}}. \tag{12}
\]

For \(k_P/k_R=2\) the slope is 0.414, while the fractional crossing position is \(1-0.414=0.586\). In one coordinate, the equality of slope and position in (8) thus requires equal curvature.

This matters for ligand exchange because a bond becomes a loose contact when its ligand leaves. Different local stiffnesses need not spoil the value one half, however: mirror symmetry is enough to preserve it. Suppose that at \(\Delta E=0\) the two wells are mirror images under exchange of the ligands, and that \(\Delta E\) merely shifts the product energy. Viewing the same pass from the other side gives \(E^\ddagger(\Delta E)=\Delta E+E^\ddagger(-\Delta E)\). If the barrier is differentiable at zero, its slope obeys \(\alpha(0)=1-\alpha(0)\), so \(\alpha(0)=\frac12\). The quadratic law (7) does not follow from this symmetry alone.

**Coupling between the bonding patterns**

Bond making and breaking mix the two patterns. Let their coupling be a constant \(-V\), with \(V>0\). The lower eigenvalue of the two-state energy matrix is

\[
E_-=\frac{E_R+E_P}{2}-\frac12\sqrt{D^2+4V^2},\qquad D=E_R-E_P. \tag{13}
\]

The weight of the product pattern in this state is

\[
w=\frac{\partial E_-}{\partial E_P}
=\frac12\left(1+\frac{D}{\sqrt{D^2+4V^2}}\right). \tag{14}
\]

The derivative is the weight because a small change of a normalized eigenvector changes its energy expectation value only at second order. The reactant weight is \(1-w\), and therefore

\[
\nabla E_-=(1-w)Kx+wK(x-d)=K(x-wd). \tag{15}
\]

Every stationary point satisfies \(x=wd\): its fractional position equals its product weight. When \(\Delta E\) changes, the motion of a stationary point adds nothing to the first derivative of its energy, because the gradient there is zero. The explicit derivative is \(w\). Subtracting the precursor value from that at the barrier top gives

\[
\alpha=w_{\rm TS}-w_R. \tag{16}
\]

Here \(\Delta E\) is still the offset between the diabatic minima in (1). Coupling shifts both wells, so the energy difference between the coupled minima changes at the rate \(w_P-w_R\), where \(w_P\) is the product weight in the successor well. The slope against that actual reaction energy is therefore \((w_{\rm TS}-w_R)/(w_P-w_R)\).

For \(\Delta E=0\), put \(y=2w-1\). At a stationary point (3) gives \(D=\lambda y\), and (14) becomes

\[
y=\frac{\lambda y}{\sqrt{\lambda^2y^2+4V^2}}. \tag{17}
\]

Its solutions are \(y=0\) and, when \(2V<\lambda\), \(y=\pm\sqrt{1-4V^2/\lambda^2}\). Along the line \(x=\frac12(1+y)d\),

\[
E_-=\frac{\lambda(1+y^2)}4-\frac12\sqrt{\lambda^2y^2+4V^2}. \tag{18}
\]

The second derivative at \(y=0\) is \(\lambda/2-\lambda^2/(4V)\), which is negative for \(2V<\lambda\). A displacement \(q\) with \(d^{\mathsf T}Kq=0\) leaves \(D\) unchanged and raises the energy by \(\frac12q^{\mathsf T}Kq\). The point is therefore a saddle, or simply a maximum if there is one coordinate. Its energy is \(\lambda/4-V\).

At the wells the square root in (18) equals \(\lambda\), so their energy is

\[
\frac\lambda4\left(2-\frac{4V^2}{\lambda^2}\right)-\frac\lambda2=-\frac{V^2}\lambda.
\]

The barrier and slope at \(\Delta E=0\) are consequently

\[
E_V^\ddagger=\frac\lambda4-V+\frac{V^2}\lambda=\frac{(\lambda-2V)^2}{4\lambda},
\qquad
\alpha_V=\frac12\sqrt{1-\frac{4V^2}{\lambda^2}}. \tag{19}
\]

The slope follows from (16) with \(w_{\rm TS}=\frac12\) and \(w_R=\frac12(1-\sqrt{1-4V^2/\lambda^2})\). For \(V\ll\lambda\) it is approximately \(\frac12-V^2/\lambda^2\), whereas the barrier falls by nearly \(V\). Coupling thus affects the barrier at first order and this slope at second order. The second-order change comes from using the diabatic offset as the variable: at \(\Delta E=0\), \(w_P-w_R=2\alpha_V\), so the slope against the actual reaction energy remains exactly one half, as the mirror symmetry requires. At \(2V=\lambda\) the two wells merge and the barrier disappears.

**A two-distance example**

Let the coordinates be the distances from the site to the leaving and incoming ligands. Choose round model parameters: diagonal force constants of 70 N/m, an off-diagonal constant of 20 N/m, and displacements of \(+1\) and \(-1\) Å. Then

\[
d^{\mathsf T}Kd=(70+70-2\times20)\times10^{-20}\ {\rm J}
=1.00\times10^{-18}\ {\rm J}.
\]

Half of this is \(\lambda=5.00\times10^{-19}\) J, or 301.1 kJ/mol. The intrinsic barrier is one quarter of \(\lambda\), 75.3 kJ/mol. Harmonic motion over 1 Å is a severe approximation for a breaking bond, so these numbers illustrate the model and do not predict a particular exchange.

For \(\Delta E=-40\) kJ/mol, equation (6) gives

\[
E^\ddagger=\frac{(301.1-40.0)^2}{4\times301.1}\ {\rm kJ/mol}
=56.6\ {\rm kJ/mol}.
\]

The reverse barrier is \(56.6+40.0=96.6\) kJ/mol. The crossing lies at \(s=0.434\): the leaving ligand has moved out by 0.434 Å and the incoming ligand has moved in by the same distance. The tangent gives 55.3 kJ/mol, which is 1.3 kJ/mol below the quadratic result.

The slope remains between 0.45 and 0.55 for \(|\Delta E|\leq30.1\) kJ/mol. A line through the seven barriers from \(-60\) to \(+60\) kJ/mol has slope 0.500. The three points from \(-60\) to \(-20\) kJ/mol give 0.434, the local slope at their mean, as (10) requires.

A small barrier error can matter more in a rate. Assume equal prefactors and rates proportional to \(\exp(-E^\ddagger/RT)\), where \(R\) is the gas constant and \(T=300\) K. Changing \(\Delta E\) from 0 to \(-20\) kJ/mol lowers the barrier by \(75.28-65.61=9.67\) kJ/mol and raises the rate by a factor of 48. The tangent predicts a fall of 10.00 kJ/mol and a factor of 55, about 14% above the quadratic-law factor. The tangent at zero therefore gives accurate rates relative to thermoneutral exchange only when \(\Delta E^2/(4\lambda)\ll RT\), that is, when its energy error is small compared with \(RT\).

The numerical output also lists barriers found by searching paths on a grid without locating the seam. They lie about 0.7 kJ/mol below (6). The grid divides each displacement into steps of 0.005, and a path may change both distances in one step. At \(\Delta E=0\) it can go from the fractions \((0.495,0.500)\) of the two displacements to \((0.500,0.505)\). Because the two diagonal force constants are equal and the two displacements have the same size, the seam lies where the mean of the two fractions is 0.5. The means here are 0.4975 and 0.5025, so the path jumps over the seam. Both points have a lower-sheet energy near \(301.1\times0.4975^2=74.5\) kJ/mol, so the path misses the crest at 75.3 kJ/mol.

With \(V=15\) kJ/mol, the thermoneutral barrier falls from 75.3 to 61.0 kJ/mol, but its slope against the diabatic offset \(\Delta E\) changes only from 0.500 to 0.498, and its slope against the actual reaction energy stays at 0.500. At \(\Delta E=-40\) kJ/mol the coupled barrier is 42.6 kJ/mol. The product weights at the top and in the precursor well are 0.426 and 0.003, so (16) gives a slope of 0.423, compared with 0.434 without coupling.

Most of this last change comes from the barrier top. For small \(y\), the stationary condition is approximately \(y=(\lambda y-\Delta E)/(2V)\), which gives \(y=\Delta E/(\lambda-2V)\). Here \(y=-40/271.1=-0.148\), and \(w_{\rm TS}=\frac12(1+y)=0.426\). Coupling therefore makes the position of the top more sensitive to reaction energy near thermoneutrality, even though, for \(V\ll\lambda\), it hardly changes the slope at \(\Delta E=0\). The value \(V=15\) kJ/mol is a chosen weak coupling, and bonds that are made and broken together may couple more strongly. With \(V=60\) kJ/mol the slope against the diabatic offset is 0.459 at \(\Delta E=0\) and 0.329 at \(\Delta E=-40\) kJ/mol, or 0.500 and 0.362 against the actual reaction energy. Coupling also narrows the range \(|\Delta E|<\lambda\) in which two wells exist: with \(V=100\) kJ/mol only one well remains at \(\Delta E=-40\) kJ/mol.

## Numbers as computed

```
Diagonal force constants: 70.0, 70.0 N/m
Off-diagonal force constant: 20.0 N/m
Displacements, leaving and incoming: 1.0, -1.0 angstrom
Reorganization energy: 301.107 kJ/mol
Reorganization energy per event: 5.0000e-19 J
Barrier at zero reaction energy: 75.277 kJ/mol
Same barrier per event: 1.2500e-19 J
Series: energies in kJ/mol; position = local slope, no unit
reaction  forward  reverse  tangent  error  position
  -60.0    48.266  108.266   45.277   2.989   0.4004
  -40.0    56.605   96.605   55.277   1.328   0.4336
  -20.0    65.609   85.609   65.277   0.332   0.4668
    0.0    75.277   75.277   75.277  -0.000   0.5000
   20.0    85.609   65.609   85.277   0.332   0.5332
   40.0    96.605   56.605   95.277   1.328   0.5664
   60.0   108.266   48.266  105.277   2.989   0.5996
Grid-path barrier at -60.0 kJ/mol: 47.58 kJ/mol
Grid-path barrier at 0.0 kJ/mol: 74.53 kJ/mol
Grid-path barrier at 60.0 kJ/mol: 107.58 kJ/mol
Grid step as fraction of displacement: 0.005
Fitted slope, -60 to 60 kJ/mol: 0.5000
Fitted slope, -60 to -20 kJ/mol: 0.4336
Reaction-energy limit for slope 0.5 +/- 0.05: 30.11 kJ/mol
Temperature: 300.0 K
Rate ratio, reaction energy -20 versus 0 kJ/mol: 48.23
Same rate ratio from tangent: 55.10
Change of reorganization per reaction energy: 0.40
Slope at zero with this change: 0.6000
Product/reactant curvature ratio: 2.0
Slope at zero with unequal curvatures: 0.4142
Diabatic coupling: 15.0 kJ/mol
Coupled barrier at -40.0 kJ/mol: 42.615 kJ/mol
  Product weights, top and reactant: 0.42614, 0.00332
  Coupled slope: 0.42282
Coupled barrier at 0.0 kJ/mol: 61.024 kJ/mol
  Product weights, top and reactant: 0.50000, 0.00249
  Coupled slope: 0.49751
```
